# Franz-Keldysh absorption below the gap from Airy-function electron-hole motion, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From pair motion to the absorption exponent

### What dimensions and symmetry fix

Light of photon energy $\hbar\omega$ below the gap $E_g$ cannot create a free electron-hole pair at rest. A static field $F$ makes the transition possible by supplying the missing energy

$$\Delta=E_g-\hbar\omega>0$$

as the two particles move apart. Three quantities enter their relative motion: $\Delta$, the force $f=eF$ with $e>0$, and

$$K=\frac{\hbar^2}{2\mu},\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h}.$$

Their dimensions are energy, energy per length, and energy times length squared. The field and the mass together set one length and one energy,

$$\ell=\left(\frac Kf\right)^{1/3},\qquad \theta=f\ell=(Kf^2)^{1/3},$$

and the independent dimensionless number is $\beta=\Delta/\theta$. The absorption will turn out to be governed by a density of pair states $\rho$, per energy and volume, which must therefore have the form

$$\rho=\frac{1}{K\ell}\,g(\beta).$$

Dimensions do not determine $g$, but a semiclassical argument determines the power in its exponent. Tunnelling has a leading exponent $S=\mathcal A/\hbar$, where the action $\mathcal A$ depends on $\mu$, $f$ and $\Delta$ and not on $\hbar$. Since $\theta\propto\hbar^{2/3}$ at fixed mass and force, $\beta^p\propto\hbar^{-2p/3}$. A single factor $1/\hbar$ requires $p=3/2$, so

$$S\propto\beta^{3/2}=\frac{\Delta^{3/2}}{\sqrt K\,f}.$$

Reversing the field is equivalent to reflecting the relative coordinate. The two particles are created at zero separation, a point which this reflection leaves in place, so $\rho$ depends on $|F|$. Below, $F$ denotes the magnitude. The coefficient in $S$, and the factor multiplying the exponential, require the wave functions.

### The model and the optical rate

The bands are parabolic and isotropic, the gap is direct, and the interband momentum matrix element $p_{cv}$ along the light polarization is nonzero and independent of wave vector. The valence band is full and the conduction band empty. The field is uniform, and the attraction between electron and hole is omitted. The light wave has vector potential amplitude $A_0$ and its wave vector is neglected.

For an electron of charge $-e$, the kinetic energy $(\mathbf p+e\mathbf A)^2/2m_0$ contains the coupling $e\mathbf A\cdot\mathbf p/m_0$. With $A=A_0\cos\omega t$, the part that absorbs a photon has amplitude $eA_0/(2m_0)$.

For one spin, the interband part of the momentum operator that creates a pair is

$$P^\dagger=p_{cv}\sum_{\mathbf k}c^\dagger_{\mathbf k}h^\dagger_{-\mathbf k}.$$

Here $c^\dagger$ creates an electron, and removing a valence electron of wave vector $\mathbf k$ creates a hole of wave vector $-\mathbf k$. Define envelope operators in the crystal volume $V$ by

$$\psi_e^\dagger(\mathbf r)=V^{-1/2}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf r}c_{\mathbf k}^\dagger,$$

and $\psi_h^\dagger$ likewise. Integrating their product over $\mathbf r$ gives zero unless the two wave vectors add to zero, and therefore

$$P^\dagger=p_{cv}\int d^3r\,\psi_e^\dagger(\mathbf r)\psi_h^\dagger(\mathbf r).$$

A matrix element independent of $\mathbf k$ thus creates both particles at the same point. For a pair state $\Psi(\mathbf r_e,\mathbf r_h)$ the matrix element is $p_{cv}\int d^3r\,\Psi^*(\mathbf r,\mathbf r)$.

Let $F$ point along $+z$. The potential energy of the electron is $+fz_e$ and that of the hole is $-fz_h$. The pair Hamiltonian is

$$H=E_g-\frac{\hbar^2}{2m_e}\nabla_e^2-\frac{\hbar^2}{2m_h}\nabla_h^2+f(z_e-z_h).$$

Set $M=m_e+m_h$, $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M$ and $\mathbf r=\mathbf r_e-\mathbf r_h$. The chain rule gives

$$\nabla_e=\frac{m_e}{M}\nabla_R+\nabla_r,\qquad
\nabla_h=\frac{m_h}{M}\nabla_R-\nabla_r.$$

In the sum $\nabla_e^2/m_e+\nabla_h^2/m_h$, the mixed terms are $+2\nabla_R\cdot\nabla_r/M$ and $-2\nabla_R\cdot\nabla_r/M$, which cancel. The remaining coefficients are $(m_e+m_h)/M^2=1/M$ and $1/m_e+1/m_h=1/\mu$. Hence

$$H=E_g-\frac{\hbar^2}{2M}\nabla_R^2-K\nabla_r^2+fz,\qquad z=z_e-z_h.$$

The pair is neutral, so its centre of mass feels no force. We may write $\Psi=V^{-1/2}e^{i\mathbf Q\cdot\mathbf R}\phi(\mathbf r)$. At coincident positions, $\mathbf R$ is the common position and $\mathbf r=0$. The integral in the matrix element then vanishes unless $\mathbf Q=0$, when it equals $V^{1/2}\phi^*(0)$. Its squared modulus per volume is $|\phi(0)|^2$.

Let $E=\hbar\omega-E_g=-\Delta$, and define, for one spin,

$$\rho(E)=\sum_n|\phi_n(0)|^2\delta(E-E_n).$$

With two spin copies, the golden rule gives the number of photons absorbed per time and volume,

$$w=\frac{2\pi}{\hbar}\left(\frac{eA_0}{2m_0}\right)^2|p_{cv}|^2\,2\rho.$$

In a medium of refractive index $n_r$, the intensity is $I=\tfrac12n_rc\varepsilon_0\omega^2A_0^2$. The absorption coefficient is the absorbed power per volume divided by intensity:

$$\alpha=\frac{\hbar\omega w}{I}
=\frac{\pi e^2|p_{cv}|^2}{n_rc\varepsilon_0m_0^2\omega}\,2\rho .$$

At fixed $p_{cv}$ and $n_r$, therefore, $\alpha\propto\rho/\omega$.

### Motion along the field

The relative motion separates into a free transverse part and a part along $z$ with energy $\varepsilon$,

$$-K\phi''+fz\phi=\varepsilon\phi.$$

Put $x=(z-\varepsilon/f)/\ell$. Since $fz-\varepsilon=f\ell x$ and two derivatives in $z$ bring $\ell^{-2}$, this becomes

$$\frac{d^2\phi}{dx^2}=\frac{f\ell^3}{K}x\phi=x\phi.$$

The solution that decays at large positive $z$ is proportional to the Airy function,

$$\mathrm{Ai}(x)=\frac1{2\pi}\int e^{i(kx+k^3/3)}dk.$$

The contour runs slightly above the real axis, where the integrand dies away at both ends. To see that this function solves the equation, note that $\mathrm{Ai}''-x\mathrm{Ai}$ has the integrand $-(k^2+x)e^{i(kx+k^3/3)}$. This is $i$ times the $k$-derivative of the exponential, so its integral vanishes.

The normalization follows from the same representation. The integral over $x$ of $\mathrm{Ai}(x-a)\mathrm{Ai}(x-b)$ produces $2\pi\delta(k+k')$, which cancels the cubic phases:

$$\int\mathrm{Ai}(x-a)\mathrm{Ai}(x-b)\,dx
=\frac1{2\pi}\int e^{-ik(a-b)}dk=\delta(a-b).$$

Take $\phi_\varepsilon=N\,\mathrm{Ai}(x)$. A change of energy shifts the argument by $\varepsilon/\theta$, so

$$\int\phi_\varepsilon\phi_{\varepsilon'}dz
=N^2\ell\,\delta\!\left(\frac{\varepsilon-\varepsilon'}{\theta}\right)
=N^2\ell\theta\,\delta(\varepsilon-\varepsilon').$$

Normalization per unit energy requires $N^2=1/(\ell\theta)$. At zero separation,

$$|\phi_\varepsilon(0)|^2=\frac{1}{\ell\theta}\mathrm{Ai}^2\!\left(-\frac{\varepsilon}{\theta}\right).$$

### Adding the transverse motion

A transverse plane wave in area $A$ has weight $1/A$ at the origin and energy $w_\perp=Kk_\perp^2$. The sum over these waves is

$$\frac1A\sum_{\mathbf k_\perp}\to\int\frac{d^2k_\perp}{(2\pi)^2}
=\frac1{4\pi}\int_0^\infty d(k_\perp^2)
=\frac1{4\pi K}\int_0^\infty dw_\perp.$$

Energy conservation leaves $\varepsilon=E-w_\perp=-\Delta-w_\perp$ for motion along the field. With $t=(\Delta+w_\perp)/\theta$ and $dw_\perp=\theta dt$,

$$\rho=\frac1{4\pi K\ell}\int_\beta^\infty\mathrm{Ai}^2(t)\,dt.$$

The Airy equation makes this an elementary integral, because

$$\frac{d}{dt}\left(t\mathrm{Ai}^2-\mathrm{Ai}'^2\right)
=\mathrm{Ai}^2+2t\mathrm{Ai}\mathrm{Ai}'-2\mathrm{Ai}'(t\mathrm{Ai})
=\mathrm{Ai}^2.$$

The bracket vanishes at infinity, and its value at the lower limit enters with a minus sign. Thus, within the model,

$$\boxed{\rho=\frac{1}{4\pi K\ell}\left[\mathrm{Ai}'(\beta)^2-\beta\mathrm{Ai}(\beta)^2\right]}.$$

The formula also holds above the gap, where $\beta<0$. For weak fields $|\beta|$ is large and the phase $kx+k^3/3$ at $x=-|\beta|$ is stationary at $k=\pm\sqrt{|\beta|}$. With $\xi=\tfrac23|\beta|^{3/2}$, the point at positive $k$ has phase $-\xi$ and second derivative $2\sqrt{|\beta|}$. Adding the Gaussian integrals about both points gives

$$\mathrm{Ai}\simeq\frac{\cos(\xi-\pi/4)}{\sqrt\pi|\beta|^{1/4}},\qquad
\mathrm{Ai}'\simeq\frac{|\beta|^{1/4}\sin(\xi-\pi/4)}{\sqrt\pi},$$

where the derivative brings a factor $ik$ at each point. The squares combine to $\sqrt{|\beta|}/\pi$. Since $\ell\sqrt\theta=\sqrt{f\ell^3}=\sqrt K$, the zero-field density is

$$\rho_0(E)=\frac{\sqrt E}{4\pi^2K^{3/2}},\qquad E>0.$$

This is the usual square-root density of a three-dimensional pair.

### The sub-gap limit

For $\beta>0$ the phase is stationary on the imaginary axis. Move the contour through $k=i\sqrt\beta$ by writing $k=i\sqrt\beta+q$, with real $q$. Expansion of the cube gives

$$i\left(k\beta+\frac{k^3}{3}\right)
=-\zeta-\sqrt\beta\,q^2+\frac{iq^3}{3},
\qquad \zeta=\frac23\beta^{3/2}.$$

The terms linear in $q$ have cancelled. Therefore

$$\mathrm{Ai}(\beta)=\frac{e^{-\zeta}}{2\pi}\int_{-\infty}^{\infty}
e^{-\sqrt\beta q^2+iq^3/3}dq.$$

For large $\beta$, expand the cubic factor as $1+iq^3/3-q^6/18+\dots$. Under the Gaussian weight the odd term vanishes, while the averages are $\langle q^4\rangle=3/(4\beta)$ and $\langle q^6\rangle=15/(8\beta^{3/2})$. This gives

$$\mathrm{Ai}=\frac{e^{-\zeta}}{2\sqrt\pi\beta^{1/4}}
\left(1-\frac5{48\beta^{3/2}}+\dots\right).$$

The derivative has the additional factor $ik=-\sqrt\beta+iq$. The product of $iq$ with $iq^3/3$ contributes $-\langle q^4\rangle/3=-1/(4\beta)$. Relative to $-\sqrt\beta$ this is $+1/(4\beta^{3/2})$, so

$$\mathrm{Ai}'=-\frac{\beta^{1/4}e^{-\zeta}}{2\sqrt\pi}
\left(1+\frac7{48\beta^{3/2}}+\dots\right).$$

In $D(\beta)=\mathrm{Ai}'^2-\beta\mathrm{Ai}^2$ the leading terms are equal and cancel. The next terms leave

$$D\simeq\frac{\sqrt\beta e^{-2\zeta}}{4\pi}
\,\frac{14+10}{48\beta^{3/2}}
=\frac{e^{-4\beta^{3/2}/3}}{8\pi\beta}.$$

Insert this in $\rho$ and use $1/(\ell\beta)=\theta/(\ell\Delta)=f/\Delta$:

$$\boxed{\rho\simeq\frac{f}{32\pi^2K\Delta}e^{-S},\qquad
S=\frac{4\Delta^{3/2}}{3\sqrt Kf}
=\frac{4\sqrt{2\mu}\,(E_g-\hbar\omega)^{3/2}}{3\hbar eF}}.$$

The power $\Delta^{3/2}/F$ therefore belongs to the leading exponent. The absorption also carries the factor $F/\Delta$, besides the optical factor $1/\omega$.

The size of the first correction tells when this limit can be used. The substitution $q=\beta^{-1/4}y$ shows that the expansion proceeds in powers of $\beta^{-3/2}$, because odd powers of $y$ integrate to zero. Write

$$D=\frac{e^{-2\zeta}}{8\pi\beta}\left(1+\frac{a}{\beta^{3/2}}+\dots\right).$$

Since $\zeta'=\sqrt\beta$, differentiation gives

$$-D'=\frac{e^{-2\zeta}}{4\pi\sqrt\beta}
\left(1+\frac{a+1/2}{\beta^{3/2}}+\dots\right).$$

But $-D'=\mathrm{Ai}^2$, whose corresponding correction is $-5/24$. Hence $a=-5/24-1/2=-17/24$. The asymptotic formula requires $\beta^{3/2}\gg1$ and, to this order, lies above the full model result.

## Part 2. Interpretation, use and a worked example

### Symbols and results carried forward

The energy deficit is $\Delta=E_g-\hbar\omega$, the force is $f=eF$, and $K=\hbar^2/2\mu$. The Airy length and energy are $\ell=(K/f)^{1/3}$ and $\theta=f\ell$, with $\beta=\Delta/\theta$. The pair density at zero separation is

$$\rho=\frac{\mathrm{Ai}'(\beta)^2-\beta\mathrm{Ai}(\beta)^2}{4\pi K\ell}
\simeq\frac{fe^{-S}}{32\pi^2K\Delta}
\left(1-\frac{17}{24\beta^{3/2}}\right),$$

where $S=\tfrac43\beta^{3/2}$. The absorption is proportional to $\rho/\omega$ at fixed matrix element and refractive index. At energy $E$ above the gap, the zero-field density is $\rho_0=\sqrt E/(4\pi^2K^{3/2})$.

The pair density, and with it the absorption below the gap, is now known within the model, both as an Airy expression and in its exponential limit. What remains is to interpret the exponent and prefactor, apply the result to fitting and a numerical example, and examine the effects the model leaves out.
